# Polar Content of Coupled Gate-Stack Modes by Removing Response Coordinates

An interface mode of a gate stack mixes the lattice vibrations of the insulators with the plasma oscillations of gate and channel. Let $\lambda_i=E_i^2$ be the squared mode energies. Remove one response coordinate $k$, keep everything else, and let $\mu_j$ be the squared energies that remain. The share of coordinate $k$ in the kinetic energy of mode $i$ is

$$w_{ik}=\frac{\prod_{j}(\lambda_i-\mu_j)}{\prod_{j\neq i}(\lambda_i-\lambda_j)} .\tag{1}$$

A polar response in a half-space, or an electron sheet, is one coordinate. A polar response in a film is two, with potential even or odd across the film. They are removed separately and their shares added; removing the film response whole does not give its content.

The model has sharp interfaces, local isotropic lossless responses, and no retardation. The in-plane wavenumber $q$ is fixed.

## One interface by hand

Let a polar half-space meet a nonpolar channel with an electron sheet at the interface. The potential is $\phi\,e^{iqx}e^{-q|z|}$, since Laplace's equation requires $\phi''=q^2\phi$. The jump of the normal displacement equals the added charge $\sigma$, so

$$A(\lambda)\,\phi=\frac{\sigma}{\varepsilon_0q},\qquad A=S+\frac{P^2}{T^2-\lambda}-\frac{P_s^2}{\lambda}.$$

Here $S$ is the sum of the two high-frequency permittivities, $T$ the transverse phonon energy and $P$ the strength of the polar response as an energy. The last term is the sheet. Newton's law gives an electron the displacement amplitude $eq\phi/(m\omega^2)$, up to a phase. The induced charge is then $ne^2q^2\phi/(m\omega^2)$. Moving it to the left side and dividing by $\varepsilon_0q$ gives $-P_s^2/\lambda$, with

$$P_s^2=\frac{\hbar^2ne^2q}{\varepsilon_0m}.$$

Take $S=10$, $T^2=6$, $P^2=10$, $P_s^2=40$, in an arbitrary unit of squared energy. Multiplying $A=0$ by $\lambda(6-\lambda)/10$ gives

$$\lambda(6-\lambda)+\lambda-4(6-\lambda)=0\;\Rightarrow\;\lambda^2-11\lambda+24=0,$$

so $\lambda=3$ and $8$. Without the phonon, $10-40/\mu=0$ gives $\mu=4$. The phonon shares are

$$\frac{8-4}{8-3}=\frac45,\qquad \frac{3-4}{3-8}=\frac15 .$$

Without the sheet, $10+10/(6-\mu)=0$ gives $\mu=7$, and the sheet shares are $(8-7)/5=1/5$ and $(3-7)/(-5)=4/5$. Each mode's shares add to one.

To see that these are energy shares, compare the kinetic energies, which are proportional to $P^2/(T^2-\lambda)^2$ and $P_s^2/\lambda^2$, as shown below. At $\lambda=8$ they are $10/4=2.5$ and $40/64=0.625$, in the ratio $4:1$.

## The secular matrix of a stack

In a film of thickness $t$ with face potentials $\phi_0,\phi_1$,

$$\phi(z)=\frac{\phi_0\sinh q(t-z)+\phi_1\sinh qz}{\sinh qt}.$$

Its contributions to the charge condition at the two faces are $-\varepsilon\phi'(0)/q$ and $+\varepsilon\phi'(t)/q$, that is, $\varepsilon L$ acting on $(\phi_0,\phi_1)$ with

$$L=\begin{pmatrix}\coth qt&-1/\sinh qt\\-1/\sinh qt&\coth qt\end{pmatrix}.$$

On the even vector $(1,1)/\sqrt2$ its eigenvalue is $(\cosh qt-1)/\sinh qt=\tanh(qt/2)$. On the odd vector $(1,-1)/\sqrt2$ it is $\coth(qt/2)$. Multiplying each unit vector by the square root of its eigenvalue gives vectors $b$ with $L=\sum bb^T$. A half-space has one vector, with entry 1 at its interface.

Let layer $a$ have $\varepsilon_a=\varepsilon_{\infty a}+\sum_jP_j^2/(T_j^2-\lambda)$; a bulk plasma has $T=0$. Adding all layers and the sheet,

$$A(\lambda)=A_\infty+\sum_k\frac{P_k^2\,b_kb_k^T}{T_k^2-\lambda},\qquad A(\lambda)\phi=0 .\tag{2}$$

The vector $\phi$ now lists the interface potentials. Bulk modes that vanish at every interface are not included; in this model they produce no field in the channel.

For $qt\gg1$ both eigenvalues of $L$ tend to 1 and the two faces act independently. For $qt\ll1$ they tend to $qt/2$ and $2/(qt)$. The odd vector $b$ is then large, but $A_\infty$ is equally stiff in that direction. For a thin film between two half-spaces, the coupling of either coordinate to a half-space, measured by $b_k^TA_\infty^{-1}b_l$, vanishes as $\sqrt{qt}$. The odd coordinate keeps a term of its own, $P^2/\varepsilon_\infty$, which for a single response raises its squared energy to the bulk longitudinal value $T^2+P^2/\varepsilon_\infty$.

## Why removal gives the content

Define $u_k=-P_k\,b_k^T\phi/(T_k^2-\lambda)$. Equation (2) becomes $A_\infty\phi=\sum_lP_lb_lu_l$. Solving for $\phi$ and inserting it in the definition of $u_k$ gives

$$\sum_lD_{kl}u_l=\lambda u_k,\qquad D_{kl}=T_k^2\delta_{kl}+P_kP_l\,b_k^TA_\infty^{-1}b_l .$$

$D$ is real and symmetric, so the modes are those of coupled oscillators.

The $u_k$ measure kinetic energy. A response with polarization $\Pi=-\varepsilon_0P^2\nabla\phi/(T^2-\lambda)$ has a kinetic energy density proportional to

$$\varepsilon_0\lambda\frac{P^2}{(T^2-\lambda)^2}|\nabla\phi|^2 .$$

Integration by parts with $\phi''=q^2\phi$ gives $\int(\phi'^2+q^2\phi^2)\,dz=q\,\phi^TL\phi=q\sum(b^T\phi)^2$. The kinetic energy is therefore proportional to $\sum u_k^2$ over the coordinates of the response. For the sheet, $nm\omega^2$ times the squared displacement is $ne^2q^2\phi^2/(m\omega^2)=\varepsilon_0q\lambda\,P_s^2\phi^2/\lambda^2$, with the same prefactor.

Removing coordinate $k$ deletes its term from (2), which deletes row and column $k$ of $D$. Let $v_i$ be the normalized eigenvectors. The inverse of $D-x$ has the diagonal element

$$\sum_i\frac{v_{ik}^2}{\lambda_i-x}=\frac{\prod_j(\mu_j-x)}{\prod_j(\lambda_j-x)} .$$

The left side is the eigenvector expansion, the right side a cofactor divided by the determinant. Multiply by $\lambda_i-x$ and let $x\to\lambda_i$. Numerator and denominator then both contain $n-1$ differences, so reversing all their signs changes nothing, and (1) follows with $w_{ik}=v_{ik}^2$.

The root must be simple; for coinciding roots, only the summed share of their subspace is defined. Since the $\mu_j$ interlace with the $\lambda_j$, equally many differences above and below are negative, and (1) needs no absolute value.

For response $a$ the content is $W_{ia}=\sum_{k\in a}w_{ik}$. Normalization gives $\sum_aW_{ia}=1$ for each mode. Over all modes, $\sum_iW_{ia}$ is 1 for a half-space or sheet and 2 for a film response. First-order perturbation theory for $D$ gives another reading, $W_{ia}=\partial\lambda_i/\partial T_a^2$ at fixed $P$.

## Finding every root

$A$ has poles, and some roots lie close to them, so a search for sign changes of $\det A$ can miss roots. Counting avoids this. Let $B$ have rows $P_kb_k^T$ and consider

$$K=\begin{pmatrix}T^2-\lambda&B\\B^T&-A_\infty\end{pmatrix},$$

where $T^2$ is the diagonal matrix of the $T_k^2$. Eliminating the lower block leaves $D-\lambda$ and $-A_\infty$; eliminating the upper block leaves $T^2-\lambda$ and $-A(\lambda)$. Such elimination preserves the number of negative eigenvalues. With $N$ interfaces and $A_\infty$ positive, the two counts give

$$\#(\lambda_i<\lambda)+N=\#(T_k^2<\lambda)+\#(\text{positive eigenvalues of }A).$$

Away from roots and poles, $A$ has $N$ minus its number of negative eigenvalues positive ones, so

$$\#(\lambda_i<\lambda)=\#(T_k^2<\lambda)-\#(\text{negative eigenvalues of }A).\tag{3}$$

In the hand example, $A(7)=10-10-40/7<0$ and both bare values, 0 and 6, lie below 7. The count is $2-1=1$, as it should be.

The algorithm is:

1. Build $A_\infty$ and the list of $T_k^2$, $P_k^2$, $b_k$.
2. Raise an upper limit until (3) counts all $n$ modes, then bisect on the count for each root.
3. Delete one coordinate, repeat step 2, and form (1) for every mode. Do this for each coordinate.
4. Add the shares belonging to each response.

## A two-film stack

The gate has $\varepsilon_\infty=12$ and plasma strength 400 meV. Next come a 3 nm film ($\varepsilon_\infty=5$, static permittivity 20, $T=20$ meV) and a 1 nm interlayer ($\varepsilon_\infty=2.5$, static 4, $T=55$ meV). The channel has permittivity 12 and a sheet of 0.05 nm$^{-2}$ with mass $0.2\,m_e$ and two valleys. For the films $P^2=(\varepsilon_{\rm static}-\varepsilon_\infty)T^2$. There are $1+2+2+1=6$ coordinates. At $q=0.05$ nm$^{-1}$:

| $E$ (meV) | gate | film | interlayer | sheet |
|---|---|---|---|---|
| 14.69 | 0.060 | 0.174 | 0.016 | 0.750 |
| 19.95 | 0.005 | 0.994 | 0.000 | 0.001 |
| 39.47 | 0.000 | 0.805 | 0.003 | 0.192 |
| 55.05 | 0.002 | 0.003 | 0.995 | 0.000 |
| 67.68 | 0.026 | 0.007 | 0.945 | 0.021 |
| 92.71 | 0.908 | 0.017 | 0.041 | 0.035 |

For the sheet share of the lowest mode, removing the sheet leaves 19.9410, 35.8031, 55.0460, 66.9959 and 91.2028 meV. With $\lambda_1=14.6930^2=215.88$ meV², pairing the factors of (1) in order gives

$$\frac{181.76}{182.07}\cdot\frac{1065.98}{1342.00}\cdot\frac{2814.18}{2814.90}\cdot\frac{4272.57}{4364.14}\cdot\frac{8102.07}{8378.83}=0.750 .$$

The film content of this mode is 0.0001 (even) plus 0.1739 (odd).

Integrating the kinetic energies of explicitly matched exponential fields reproduces all contents of this stack to within $2\times10^{-5}$.

**Whole removal.** Deleting both film coordinates leaves $n-2$ roots, so the ratio in (1) has the wrong dimension. An added factor $\lambda_i-T^2$ repairs the dimension but not the meaning. The numerator is then a polynomial $p(\lambda_i)$ of degree $n-1$ with leading coefficient 1. Lagrange interpolation through the $\lambda_i$ gives $\sum_ip(\lambda_i)/\prod_{j\ne i}(\lambda_i-\lambda_j)=1$, whereas the film content must sum to 2. For the 19.95 meV mode this ratio is $-0.0005$; the true content is 0.994.

**Roots near the bare phonon energies.** The 55.05 meV mode is the interlayer's even one. Its potential is nearly uniform across the interlayer, so $\varepsilon_{\rm int}\,qt+Y_g+Y_c\approx0$, where $Y_g$ and $Y_c$ are the responses of the two sides. Eliminating the gate interface gives

$$Y_g=\varepsilon_f\frac{\varepsilon_g+\varepsilon_f\tanh qt_f}{\varepsilon_f+\varepsilon_g\tanh qt_f}.$$

At 55 meV, $\varepsilon_g=12-400^2/55^2=-40.9$ and $\varepsilon_f=5+6000/(400-3025)=2.71$. With $qt_f=0.15$, $Y_g\approx32.6$. The channel side, with $P_s=131.3$ meV, gives $Y_c\approx6.3$. Keeping the resonant part of $\varepsilon_{\rm int}$,

$$\lambda-T^2\approx\frac{P^2qt}{Y_g+Y_c}=\frac{4537.5\times0.05}{38.9}=5.8\ \text{meV}^2,$$

or $E\approx55.05$ meV. At $q=0.02$ nm$^{-1}$ the denominator of $Y_g$ changes sign, $Y_g\approx-419$, and the root falls just below 55 meV, as computed (54.998 meV).

**Smaller wavenumber.** At $q=0.02$ nm$^{-1}$, with all other inputs fixed, the lowest mode falls to 6.85 meV. Its sheet content rises to 0.93 and its film content drops to 0.03. One factor in the ratio of film to sheet energy is $\lambda^2/(T^2-\lambda)^2$, which falls from about 1.4 to 0.018 as the mode moves away from the film resonance. The potential profile changes as well.

As a further check of the algebra, the field integration also reproduces, within the same tolerance, the contents of a second stack at $q=0.3$ nm$^{-1}$. From gate to channel its $\varepsilon_\infty$ are 10, 4.5, 2.2 and 14, with gate strength 350 meV. The 2 nm film has two responses ($T=18$ and 45 meV, $P^2/T^2=8$ and 2), the 0.7 nm interlayer one ($T=60$ meV, $P^2/T^2=1.2$), and the sheet has 0.03 nm$^{-2}$ and mass $0.3\,m_e$. All eight modes are found.

## Content is not coupling strength

Near a root, the small eigenvalue of $A$ is $(\lambda-\lambda_i)\,\phi^TA'\phi/\phi^T\phi$, with $A'=dA/d\lambda$. At the channel interface $N$ the inverse therefore behaves as

$$(A^{-1})_{NN}\approx\frac{g_i}{\lambda-\lambda_i},\qquad g_i=\frac{\phi_N^2}{\phi^TA'\phi}.$$

The interaction of two electrons there is $e^2(A^{-1})_{NN}/(\varepsilon_0q\,\mathcal A)$ for area $\mathcal A$. Exchange of one mode quantum with matrix element $M_i$ gives $|M_i|^2\,2E_i/(\lambda-\lambda_i)$. Equating the pole terms,

$$|M_i|^2\mathcal A=\frac{e^2g_i}{2\varepsilon_0qE_i}.$$

At $q=0.05$ nm$^{-1}$ the 19.95 meV mode, 99% film phonon, has $|M|^2\mathcal A=1.0\times10^{-4}$ eV² nm². The 39.47 meV mode, 81% film phonon, has 0.12 eV² nm², about 1200 times more. The first lies so close to $T$ that its film stores much kinetic energy for a given potential: $P^2qt/(T^2-\lambda)^2=6000\times0.15/2.04^2\approx216$ meV$^{-2}$ per unit $\phi^2$, where $\phi$ is the nearly uniform potential in the film, about 0.63 of that at the channel. The largest coupling, 0.29 eV² nm², belongs to the gate-like mode.

Multiplying $|M_i|^2$ by the summed phonon content assigns part of the scattering to phonons. Its motive is that momentum given to the channel plasmon stays in the electron gas until another process removes it. That argument covers only the sheet's share: momentum given to the gate plasmon leaves the channel, yet the rule drops the gate's share too. This is an assignment rule; it does not follow from (1).

## Limits and real stacks

The cold sheet requires mode energies well above the electron-hole continuum, whose edge for a degenerate gas is 8.0 meV at $q=0.05$ nm$^{-1}$. For a degenerate gas the leading correction multiplies the sheet response by $1+\delta$, with $\delta=\tfrac34(\hbar qv_F/E)^2$. Here $\hbar qv_F\approx7.6$ meV, so $\delta\approx0.20$ for the lowest mode. First-order perturbation of (2) gives $\delta\lambda/\lambda\approx\delta\,W_{\rm sheet}\approx0.15$, which raises that mode by about 7%, or 1 meV. This estimate needs a thermal energy well below the Fermi energy, here 30 meV. At room temperature the two are comparable: faster electrons raise the mode further, and the fastest ones damp it. With the full collisionless sheet response at 300 K the mode lies near 17.5 meV and is about 1 meV wide. Inside the continuum the sheet is no longer a single oscillator and the six-mode picture fails.

Neglecting losses requires $\hbar/\tau\ll E$, where $\tau$ is the scattering time. For a channel mobility of 500 cm$^2$/(V s) and this mass, $\hbar/\tau=\hbar e/(m\mu_{\rm mob})\approx12$ meV. The lowest mode is then strongly broadened, and its energy and contents describe only a much cleaner channel. The gate scatters too: a resistivity $\rho$ gives $\hbar/\tau=\varepsilon_0P^2\rho/\hbar$, about 21 meV for $10^{-3}$ $\Omega$ cm. The gate-like mode is then about 20 meV wide. For silicon this is optimistic: $P=400$ meV with mass $0.26\,m_e$ means about $3\times10^{19}$ electrons per cm$^3$, where the resistivity is nearer $2\times10^{-3}$ $\Omega$ cm and the width about 45 meV, half the mode energy.

The parameters resemble a high-permittivity oxide on a thin silica-like interlayer, but real oxides have several polar responses; silica has another strong one at roughly 0.14 eV, whose strength the model assigns to the 55 meV response. Splitting the permittivity step of 1.5 into 0.9 at 55 meV and 0.6 at 138 meV moves the 67.7 meV mode to 61.5 meV and lowers its coupling from 0.069 to 0.025 eV² nm². The gate resembles a heavily doped semiconductor, but the local model sets its screening length to zero. A length of 0.7 nm would add $0.7/12\approx0.06$ nm to the sum of $t/\varepsilon$ between gate and sheet, which is about 0.32 nm at the lowest mode, and would raise that mode by roughly 1 meV. An n-type gate that balances the sheet charge is also depleted, over at least 1.7 nm at $3\times10^{19}$ cm$^{-3}$; such a layer raises the mode to 16.6 meV. A metal has a plasma energy of several eV, which would move the gate-like mode far above the phonons. Real channel electrons also sit at a distance from the interface. Moving the sheet 1 nm into the channel raises the lowest mode to 15.9 meV, or to 17.5 meV together with the gate depletion, while its contents change by less than 0.02. For a test electron at depth $d=1$ nm, with the sheet left in place, $|M|^2$ is multiplied by $e^{-2qd}=0.90$ at $q=0.05$ nm$^{-1}$, but by 0.45 at 0.4 nm$^{-1}$, a momentum transfer typical of room-temperature electrons of this mass. There the continuum edge is near 90 meV, so the energies and contents above should not be carried over to a mobility calculation at such wavenumbers. The full numerical output follows.

## Values computed for the example and the checks

```
gate: eps_inf 12, P 400 meV, T 0 meV
film: t 3 nm, eps_inf 5, eps_static 20, T 20 meV
inter: t 1 nm, eps_inf 2.5, eps_static 4, T 55 meV
channel: eps 12, sheet 0.05 nm^-2, mass 0.2 m_e, valleys 2
P film 77.460 meV, P inter 67.361 meV
bulk LO film 40.000 meV, inter 69.570 meV
q 0.05 nm^-1: P sheet 131.284 meV, continuum edge 8.026 meV
mode E(meV) | content gate film inter sheet | |M|^2 Area (eV^2 nm^2)
1 14.6930 | 0.0597 0.1740 0.0158 0.7505 | 2.4992e-02
2 19.9489 | 0.0047 0.9941 0.0000 0.0012 | 1.0382e-04
3 39.4700 | 0.0003 0.8052 0.0030 0.1916 | 1.2366e-01
4 55.0526 | 0.0016 0.0028 0.9953 0.0003 | 4.8251e-04
5 67.6759 | 0.0261 0.0072 0.9453 0.0213 | 6.9420e-02
6 92.7077 | 0.9076 0.0168 0.0405 0.0351 | 2.9377e-01
mode energies (meV) after removing one coordinate:
gate: 19.4701 27.4832 39.5138 55.1476 68.5568
film even: 14.6936 39.4001 55.0526 67.6744 92.5118
film odd: 19.6882 21.6274 55.0108 67.5023 92.2275
inter even: 14.6950 19.9489 39.5235 67.6687 92.6641
inter odd: 16.9169 19.9525 39.4743 55.0568 91.8503
sheet: 19.9410 35.8031 55.0460 66.9959 91.2028
coordinate shares in modes 1 to 6:
gate: 0.0597 0.0047 0.0003 0.0016 0.0261 0.9076
film even: 0.0001 0.9907 0.0047 0.0000 0.0000 0.0044
film odd: 0.1739 0.0034 0.8004 0.0028 0.0072 0.0123
inter even: 0.0000 0.0000 0.0029 0.9950 0.0006 0.0015
inter odd: 0.0158 0.0000 0.0001 0.0003 0.9447 0.0391
sheet: 0.7505 0.0012 0.1916 0.0003 0.0213 0.0351
film removed whole, energies (meV): 21.2854 55.0108 67.4995 92.0253
film removed whole, ratio in modes 1 to 6: 0.1748 -0.0005 0.7982 0.0028 0.0072 0.0175
sum over modes: whole removal 1.0000, film content 2.0000
q 0.02 nm^-1: P sheet 83.031 meV, continuum edge 3.096 meV
mode E(meV) | content gate film inter sheet | |M|^2 Area (eV^2 nm^2)
1 6.8455 | 0.0339 0.0322 0.0034 0.9304 | 1.9584e-02
2 19.9772 | 0.0023 0.9976 0.0000 0.0001 | 5.4844e-05
3 38.6793 | 0.0057 0.9537 0.0014 0.0392 | 1.4877e-01
4 54.9980 | 0.0010 0.0007 0.9983 0.0000 | 4.4263e-06
5 68.1642 | 0.0368 0.0039 0.9522 0.0071 | 1.4759e-01
6 87.8005 | 0.9203 0.0119 0.0446 0.0232 | 1.0305e+00
second stack: 8 modes tested at q 0.3 nm^-1
```
